\section*{How thickness roughness concentrates tunnel current in an oxide barrier}

\section*{Problem}

An oxide tunnel junction has a barrier whose thickness $d$ varies over its area. The distribution of $d$ is Gaussian, with mean $d_0$ and rms deviation $\sigma$. Where the thickness is $d$, the low-bias conductance per area is
\begin{equation}
g(d)=C\,e^{-2\kappa d},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},
\label{local}
\end{equation}
with $m$ the electron mass in the barrier, $\phi$ the barrier height above the Fermi level, and $C$ taken as constant.

(a) Justify the exponential, and show that roughness multiplies the mean conductance by $\exp(2\kappa^2\sigma^2)$.

(b) What fraction of the area carries a given share $f$ of the current, if the thinnest regions are counted first?

(c) Evaluate both results for an aluminium-oxide barrier with $\phi=2.0$ eV, $m=0.4$ electron masses, $d_0=1.60$ nm and $\sigma=0.25$ nm. How do they change with $\sigma$?

(d) How far do the neglected effects move the answer?

Here $\sigma$ describes the thickness, not one surface. Two surfaces that undulate together with gentle slopes leave $d$ practically constant and give $\sigma\simeq0$.

\section*{Solution}

\subsection*{(a) The mean conductance}

Take an electron at normal incidence, with wave number $k$ and mass $m_e$ in both electrodes. The wave function $\psi$ and $\psi'/\text{mass}$ are continuous at each face. Write $v=k/m_e$ and $w=\kappa/m$. In a thick barrier the wave returning from the far face is negligible at the near face. With incident amplitude 1, reflected amplitude $r$ and decaying barrier amplitude $A$, the near face gives
\begin{equation}
1+r=A,\qquad iv(1-r)=-wA .
\end{equation}
The second equation is $1-r=i(w/v)A$. Adding the first gives $A=2/(1+iw/v)$.

At the far face the decaying wave arrives with amplitude $a=Ae^{-\kappa d}$, a growing wave has amplitude $b$, and the transmitted amplitude is $t$:
\begin{equation}
a+b=t,\qquad w(-a+b)=ivt .
\end{equation}
Eliminating $b=t-a$ gives $t=2a/(1-iv/w)$. The transmission probability is therefore
\begin{equation}
|t|^2=\frac{16\,e^{-2\kappa d}}{(1+w^2/v^2)(1+v^2/w^2)}
=\frac{16v^2w^2}{(v^2+w^2)^2}\,e^{-2\kappa d}.
\end{equation}
Its prefactor does not depend on $d$. The sum over oblique directions does add a dependence on $d$, which part (d) treats.

If the thickness changes slowly sideways, each region conducts as a flat barrier of its own thickness. The regions are in parallel, so their conductances add and the area average is an average over $d$. Put $d=d_0+\sigma z$, where $z$ is a standard normal variable, and define $s=2\kappa\sigma$. Then
\begin{equation}
\frac{\langle g\rangle}{g(d_0)}
=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2-sz}.
\end{equation}
Since $(z+s)^2=z^2+2sz+s^2$, the exponent is
\begin{equation}
-\frac{z^2}{2}-sz=-\frac{(z+s)^2}{2}+\frac{s^2}{2}.
\label{square}
\end{equation}
The shifted Gaussian integrates to one, which leaves
\begin{equation}
\boxed{\;\frac{\langle g\rangle}{g(d_0)}=e^{s^2/2}=e^{2\kappa^2\sigma^2}\;}
\label{main}
\end{equation}
Thin spots gain more conductance than equally deviating thick spots lose, so the average rises even though the mean thickness is unchanged.

A flat barrier with the same mean conductance has a thickness $d_{\rm app}$ fixed by $-2\kappa d_{\rm app}=-2\kappa d_0+2\kappa^2\sigma^2$, or
\begin{equation}
d_{\rm app}=d_0-\kappa\sigma^2 .
\end{equation}

\subsection*{(b) The active area}

By equation \eqref{square}, the current is distributed over $z$ as a Gaussian of unit width centred at $z=-s$. The thickness at the centre of the current distribution is
\begin{equation}
d_*=d_0-s\sigma=d_0-2\kappa\sigma^2 ,
\end{equation}
which lies twice as far below $d_0$ as $d_{\rm app}$ does.

Let $\Phi$ be the cumulative normal distribution. Regions with deviation below $z$ cover the area fraction $a=\Phi(z)$ and carry the current share $f=\Phi(z+s)$. Inverting the second relation gives $z=\Phi^{-1}(f)-s$, so
\begin{equation}
\boxed{\;a(f)=\Phi\!\left(\Phi^{-1}(f)-s\right),\qquad a(\tfrac12)=\Phi(-s)\;}
\label{area}
\end{equation}

For small $s$, expansion gives $a(\tfrac12)\simeq\tfrac12-s/\sqrt{2\pi}$, and the conductance factor is $1+s^2/2$. The current is then spread over most of the area. For large $s$, write $\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}$. Since $\varphi'=-t\varphi$, integration by parts gives
\begin{equation}
\Phi(-s)=\int_s^\infty\frac{t\varphi(t)}{t}\,dt
=\frac{\varphi(s)}{s}-\int_s^\infty\frac{\varphi(t)}{t^2}\,dt
<\frac{e^{-s^2/2}}{s\sqrt{2\pi}} .
\label{tail}
\end{equation}
The subtracted integral is smaller than $\Phi(-s)/s^2$, so the bound becomes a good estimate when $s^2\gg1$. Apart from the factor $s\sqrt{2\pi}$, the area carrying half the current shrinks as the inverse of the conductance enhancement.

A Gaussian formally includes negative thicknesses. The results are usable if $d_*$ lies several $\sigma$ above zero and if the real distribution follows the Gaussian tail to about $2\sigma$ below $d_*$. Half of the current comes from spots thinner than $d_*$, so removing those spots would roughly halve the enhancement; if they had thickness $d_*$ instead, about two thirds of it would remain.

\subsection*{(c) The aluminium-oxide barrier}

The parameters give $\kappa=4.582\ \mathrm{nm^{-1}}$, and then
\begin{align}
s&=2(4.582)(0.25)=2.291,\\
e^{s^2/2}&=e^{2.624}=13.8,\\
d_{\rm app}&=1.60-4.582(0.25)^2=1.31\ \mathrm{nm},\\
d_*&=1.60-2(4.582)(0.25)^2=1.03\ \mathrm{nm}.
\end{align}
The thickness $d_*$ is $4.1\sigma$ above zero, so the unphysical part of the Gaussian hardly matters here. Half of the current flows through $\Phi(-2.291)=1.1\%$ of the area; estimate \eqref{tail} gives $1.3\%$. For 80\% of the current, $\Phi^{-1}(0.8)=0.842$ and the area is $\Phi(-1.449)=7.4\%$. For 90\% it is $15.6\%$.

With $d_0$, $\phi$ and $m$ held fixed, the constant-$C$ model gives:

\begin{center}
\begin{tabular}{cccc}
\hline
$\sigma$ (nm) & $\langle g\rangle/g(d_0)$ & area for 50\% & area for 90\%\\
\hline
0.10 & 1.52 & 18.0\% & 64\%\\
0.20 & 5.36 & 3.3\% & 29\%\\
0.25 & 13.8 & 1.1\% & 16\%\\
0.30 & 43.8 & 0.30\% & 7.1\%\\
\hline
\end{tabular}
\end{center}

The logarithm of the enhancement grows as $\sigma^2$. Raising $\sigma$ from 0.20 to 0.30 nm therefore multiplies it by $2.25$, and the enhancement itself rises about eightfold. The last row is at the edge of the model: there $d_*=0.78$ nm is only $2.6\sigma$ above zero, and $2\sigma$ below it lies a thickness of 0.18 nm, less than one atomic layer.

Solving the matching equations without the thick-barrier approximation, for electrodes with a Fermi energy of 10 eV, and averaging the transmission over the same Gaussian gives an enhancement of 13.78, against 13.80 from equation \eqref{main}.

\subsection*{(d) What the simple law leaves out}

\textbf{Oblique electrons.} In a planar barrier the sideways wave number $k_\parallel$ is conserved, and the decay constant becomes $q=\sqrt{\kappa^2+k_\parallel^2}$. Take the semiclassical transmission $e^{-2qd}$ with unit prefactor, and extend the sum to large $k_\parallel$, where the terms are negligible for a thick barrier. With two spins and $k_\parallel dk_\parallel=q\,dq$,
\begin{align}
g(d)&=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2qd}
=\frac{2e^2}{h}\frac{1}{2\pi}\int_\kappa^\infty q\,e^{-2qd}\,dq\nonumber\\
&=\frac{e^2}{2\pi h}\left[\frac{\kappa}{d}+\frac{1}{2d^2}\right]e^{-2\kappa d}.
\label{planar}
\end{align}
So $C$ is not constant: the bracket favours thin spots. It is $3.06\ \mathrm{nm^{-2}}$ at $d_0$ and $4.93\ \mathrm{nm^{-2}}$ at $d_*$, a ratio of 1.6, which would raise the enhancement to about 22. The numerical average is 24. It is larger because the bracket is a convex function of $d$, so its average over the current distribution exceeds its value at the centre. Half of the current now uses $0.5\%$ of the area. This average excludes $d<0.3$ nm as pinholes, since equation \eqref{planar} diverges at $d=0$; thicknesses from 0.3 to 0.5 nm supply 4\% of the current.

\textbf{Image force.} The electron is attracted by its images in both metals. Between plates at $x=0$ and $x=d$, opposite images lie at $2nd-x$ and equal ones at $2nd+x$ with $n\neq0$. Half the interaction energy with them is
\begin{equation}
U(x)=-\frac{e^2}{16\pi\varepsilon}\left[\sum_{n}\frac{1}{|x-nd|}-\sum_{n\ne0}\frac{1}{|nd|}\right],
\end{equation}
where the two sums are taken together, term by term. With an optical relative permittivity of 3.0, the barrier at $d_0$ is lowered by 0.21 eV at its middle, and by more near the metals. With the semiclassical transmission and unit prefactor, the flat-barrier conductance rises by a factor of 15, but the roughness enhancement falls from 24 to 17. Close to each metal the barrier falls below the Fermi level. Losing these two strips reduces the tunnelling exponent by an amount that hardly depends on $d$. Between them, the exponent is reduced to first order by a further $(\kappa/\phi)\int|U|\,dx$. Here $|U|$ has the form $h(x/d)/d$, and the integral runs between points at a nearly fixed distance from the metals. In the variable $x/d$ this range widens as $d$ grows, so thick regions gain more than thin ones and the contrast between them weakens. Half of the current then uses $0.8\%$ of the area.

\textbf{The thin tail.} In the constant-$C$ model, spots thinner than $d_0-2\sigma$ cover 2.3\% of the area and carry $\Phi(s-2)=61\%$ of the current. If growth does not produce these spots, about 40\% of the enhancement remains when they are simply removed, and about 55\% when they have the thickness $d_0-2\sigma$ instead. A measurement of $\sigma$ alone does not settle this.

\textbf{Sideways spreading.} A path displaced sideways by $\rho$ has length $\sqrt{d^2+\rho^2}\simeq d+\rho^2/2d$, which gives the weight $e^{-\kappa\rho^2/d}$ and an rms spot radius of roughly $\sqrt{d_0/\kappa}=0.59$ nm, since the expansion assumes $\rho\ll d$. The local picture requires the thickness to change by much less than $1/(2\kappa)=0.11$ nm over this distance. For a thickness correlation $e^{-r^2/\xi^2}$ the rms slope along any direction is $\sqrt2\,\sigma/\xi$. With $\xi=10$ nm it is 0.035, so the thickness changes by only about 0.02 nm across the spot radius and the condition is met. For much shorter $\xi$ the shapes of both faces matter. Averaging the thickness over the spot, which gives the value 13.55 in the numerical output, is not a reliable correction, because parallel paths add their exponentials and not their thicknesses.

\textbf{Smaller corrections.} An independent barrier-height spread of 0.1 eV multiplies the conductance at fixed thickness $d_0$ by about 1.075. Thermal smearing of the Fermi edge at 300 K multiplies it by about 1.015 when the exponent is linearised in energy; inelastic and defect-assisted conduction are not included in this figure. At 10 mV bias the field at $d_*$ is 0.1 MV/cm, far below the breakdown field of good thin oxide, which is roughly 10 MV/cm.

\textbf{Junction-to-junction scatter.} Replacing $s$ by $2s$ in the average gives $\langle g^2\rangle/g(d_0)^2=e^{2s^2}$. The relative variance of one patch is thus $e^{2s^2}/e^{s^2}-1=e^{s^2}-1\approx190$. A junction of $1\ \mu\mathrm{m}^2$ has about $10^4$ patches of area $\xi^2$. If these are treated as independent, its relative rms scatter is $\sqrt{190/10^4}\approx14\%$, or 12\% if $d<0.3$ nm is excluded. These figures hold for constant $C$ and lean on a deeper part of the tail than the mean does: the average of $g^2$ is centred at $d_0-4\kappa\sigma^2=0.45$ nm, and $10^4$ patches contain on average only $10^4\,\Phi(-2s)\approx0.02$ that are thinner. The rms value is therefore set partly by rare junctions. A tail ending $2\sigma$ below $d_*$ gives about 9\%, while the prefactor of equation \eqref{planar} roughly doubles the value obtained for $d>0.3$ nm. A junction with only a few hundred patches need not show the mean value \eqref{main}.

\subsection*{Comparison with real junctions}

Barriers one to two nanometres thick, with heights of one to a few electronvolts, are typical of aluminium-oxide magnetic and superconducting junctions; a roughness of a few tenths of a nanometre is a plausible rough value. Equation \eqref{planar} gives a flat resistance--area product of $1.2\times10^5\ \Omega\,\mu\mathrm{m}^2$, and roughness lowers it to $5\times10^3\ \Omega\,\mu\mathrm{m}^2$. Including the image force gives about $1.2\times10^5/(14.7\times17.2)\approx5\times10^2\ \Omega\,\mu\mathrm{m}^2$. These absolute values rest on the unit prefactor in equation \eqref{planar}. Without the image force, the matching prefactor of part (a) is about 3.6 for a Fermi energy of 10 eV, and it would lower the resistance by roughly that factor while hardly changing the enhancement. At these fixed parameters the image force lowers the resistance of the rough barrier about tenfold in the semiclassical model (an order-of-magnitude figure, since the image potential also changes the matching prefactor), while the area carrying half of the current stays between 0.5\% and 1.1\% in all three versions of the model. An error in $\sigma$ would change both strongly, as the table in part (c) shows. Real oxide also breaks the assumption of a continuous Gaussian thickness: $\sigma$ here is comparable to an atomic spacing, and the decisive spots are only a few atoms thick. For this barrier the estimate is an enhancement of order ten to twenty-five, with half of the current in roughly 0.5 to 1\% of the area, provided that the thin tail exists. The numerical output lists the values behind these figures.

\section*{Table of computed values}
\begin{verbatim}
barrier height: 2.0 eV
barrier mass: 0.4 electron masses
mean thickness d0: 1.60 nm
thickness roughness sigma: 0.25 nm
decay constant kappa: 4.582 1/nm
s = 2 kappa sigma: 2.291
enhancement exp(2 kappa^2 sigma^2): 13.80
enhancement, random patches: 13.76
enhancement, wave matching: 13.78
dominant thickness: 1.027 nm
dominant thickness / sigma: 4.11
apparent flat thickness: 1.314 nm
area carrying 50% of current: 1.10 %
area carrying 80% of current: 7.36 %
area carrying 90% of current: 15.63 %
hand estimate, area for 50%: 1.26 %
table: sigma (nm), enhancement, area for 50% (%), for 90% (%)
  0.10  1.52  17.97  64.25
  0.20  5.36  3.34  29.07
  0.25  13.80  1.10  15.63
  0.30  43.80  0.30  7.11
flat resistance-area product: 1.24e+05 ohm um^2
rough, constant prefactor: 8.97e+03 ohm um^2
rough, true prefactor: 5.13e+03 ohm um^2
neglected effects:
prefactor: enhancement 24.12
  area for 50%: 0.48 %, for 90%: 10.32 %
  current share from 0.3 to 0.5 nm: 4.0 %
prefactor + image force: enhancement 17.22
  area for 50%: 0.80 %, for 90%: 13.33 %
  current share from 0.3 to 0.5 nm: 2.4 %
optical relative permittivity: 3.0
image lowering at mid-barrier, d0: 0.208 eV
flat conductance ratio, image/no image: 14.69
current from spots thinner than d0-2sigma: 61.5 %
area of those spots: 2.28 %
height spread 0.1 eV: factor 1.075
thermal factor at 300 K: 1.0149
tunnelling spot radius: 0.59 nm
correlation length: 10 nm
enhancement after sideways averaging: 13.55
junction area: 1.0 um^2
independent patches: 10000
relative junction scatter (d > 0.3 nm): 11.8 %
bias: 10 mV
field at dominant thickness: 0.097 MV/cm
\end{verbatim}
